# Coulomb Capture Radius of a Charged Trap in Silicon Nitride

## Problem

An empty electron trap in silicon nitride carries the charge $+e$. A mobile electron is at distance $r$ from it. Treat the nitride as a uniform medium of static relative permittivity $\varepsilon_r=7$ at $T=300$ K, with no applied field and no other charges.

(a) At what distance $r_c$ does the magnitude of the electron–trap attraction energy equal the thermal energy $k_BT$?

(b) The electron moves by diffusion and is captured if it reaches the trap. What is the probability that it escapes to infinity from a starting distance $r$, and in particular from $r_c$?

(c) A uniform field of magnitude $F$ is applied. Where is the top of the barrier on the side toward which the field pulls the electron, and by how much is the barrier lowered? At which field does its top lie at $r_c$?

(d) Judge the result of (a) for a nitride film 6 nm thick between two oxides in a memory cell.

Energies are in eV, lengths in nm and fields in MV/cm. The zero of the Coulomb energy is at infinite separation.

## Solution

### (a) The distance

The charges are opposite, so the force is attractive. Its magnitude is

$$
f(r)=\frac{C}{r^2},\qquad C=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}.
$$

The medium divides the vacuum force by $\varepsilon_r$. The static permittivity is the right one if the electron moves slowly enough for both the electrons and the ions of the nitride to respond.

The work needed to take the electron slowly from $r$ to infinity, at fixed temperature, is

$$
W(r)=\int_r^\infty\frac{C}{r'^2}\,dr'
=\left[-\frac{C}{r'}\right]_r^\infty=\frac{C}{r}.
$$

The interaction energy is therefore $U(r)=-C/r$. It is negative, and its magnitude is what the question compares with $k_BT$:

$$
\frac{C}{r_c}=k_BT
\quad\Longrightarrow\quad
r_c=\frac{C}{k_BT}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r k_BT}.
$$

This length is called the Onsager radius or the Coulomb capture radius.

For the numbers, $e^2/(4\pi\varepsilon_0)=1.43996$ eV nm and $k_BT=0.025852$ eV, so

$$
C=\frac{1.43996}{7}=0.20571\ \text{eV nm},\qquad
r_c=\frac{0.20571}{0.025852}=7.957\ \text{nm}\approx 8.0\ \text{nm}.
$$

In atomic units $e^2/(4\pi\varepsilon_0)=1$ and $k_BT=9.5004\times10^{-4}$ hartree. The same formula gives $1/(7\times9.5004\times10^{-4})=150.4$ bohr, which is again 7.96 nm.

The radius varies as $1/(\varepsilon_rT)$. A strongly polarizable medium weakens the attraction and shrinks $r_c$; cooling enlarges it. If the permittivity were 6.5 or 7.5 instead of 7, the radius would be 8.6 or 7.4 nm. Two figures are thus as many as the input deserves.

The meaning of "thermal energy" also matters. A classical electron has the mean kinetic energy $3k_BT/2$. Setting $C/r$ equal to that value gives $2r_c/3=5.3$ nm, the distance at which an electron with this kinetic energy has zero total energy. The value 8.0 nm belongs to the convention $k_BT$. Part (b) shows why that convention is natural for diffusive motion.

### (b) What happens at this distance

Let $p(\mathbf r)$ be the probability that an electron starting at $\mathbf r$ escapes. During a short time $\tau$ it makes a random displacement $\boldsymbol\Delta$. Its chance of escape before the step equals the average chance after it:

$$
p(\mathbf r)=\langle p(\mathbf r+\boldsymbol\Delta)\rangle .
$$

With diffusion constant $D$, each Cartesian component of $\boldsymbol\Delta$ has variance $2D\tau$. The force $\mathbf f$ adds a mean displacement $D\mathbf f\tau/(k_BT)$, by the Einstein relation between drift and diffusion. Expansion to first order in $\tau$ gives

$$
p=p+\frac{D\tau}{k_BT}\,\mathbf f\cdot\nabla p+\frac12(2D\tau)\nabla^2p .
$$

Cancel $p$ and divide by $D\tau$. The force points inward, so its radial component is $-C/r^2=-k_BT\,r_c/r^2$. For a spherically symmetric $p$, $\nabla^2p=p''+2p'/r$. Hence

$$
p''+\left(\frac2r-\frac{r_c}{r^2}\right)p'=0 .
$$

This is a first-order equation for $p'$:

$$
\frac{p''}{p'}=-\frac2r+\frac{r_c}{r^2}
\quad\Longrightarrow\quad
\ln p'=-2\ln r-\frac{r_c}{r}+\text{constant}.
$$

Therefore $p'=A\,e^{-r_c/r}/r^2$ with a constant $A$. Since

$$
\frac{d}{dr}e^{-r_c/r}=\frac{r_c}{r^2}e^{-r_c/r},
$$

a second integration gives $p=(A/r_c)e^{-r_c/r}+B$.

Let the electron be captured at radius $a$ and counted as escaped at radius $R$. The conditions $p(a)=0$ and $p(R)=1$ fix both constants:

$$
p(r)=\frac{e^{-r_c/r}-e^{-r_c/a}}{e^{-r_c/R}-e^{-r_c/a}} .
$$

For $a\ll r_c$ the term $e^{-r_c/a}$ vanishes, and for $R\gg r_c$ the term $e^{-r_c/R}$ tends to 1. What remains is

$$
p(r)=e^{-r_c/r},\qquad p(r_c)=e^{-1}=0.368 .
$$

An electron at 8.0 nm is thus captured with probability 0.63 and escapes with probability 0.37. The radius is a scale, not the edge of a region from which return is certain. At $2r_c$ the escape probability is $e^{-1/2}=0.61$; at $r_c/2$ it is $e^{-2}=0.14$.

A finite-difference solution of the differential equation, with $a=0.1r_c$ and $R=1000r_c$, gives $p(r_c)=0.3682$. The ideal value is 0.3679. The formula with finite $a$ and $R$ also gives 0.3682, so the small difference comes from the finite boundaries.

The derivation requires the electron to lose its direction of motion over distances much shorter than $r_c$. It also assumes that an electron reaching the trap stays there. If the trap releases electrons again, $1-p$ is the probability of a first capture, not of permanent storage.

### (c) The effect of a field

Let $x$ be the distance from the trap along the direction in which the field pulls the electron. This direction is opposite to the electric field vector, because the electron is negative. On this line

$$
U(x)=-\frac Cx-eFx,\qquad
\frac{dU}{dx}=\frac C{x^2}-eF .
$$

The derivative vanishes at

$$
x_s=\sqrt{\frac{C}{eF}} .
$$

There $d^2U/dx^2=-2C/x_s^3<0$, so $U$ is a maximum along the line. For a small sideways displacement $\rho$,

$$
-\frac{C}{\sqrt{x_s^2+\rho^2}}\approx-\frac C{x_s}+\frac{C\rho^2}{2x_s^3},
$$

so the energy rises sideways. The point is a saddle, the lowest pass out of the Coulomb well.

Because $eFx_s=C/x_s=\sqrt{CeF}$, the energy at the saddle is

$$
U(x_s)=-2\sqrt{CeF}.
$$

Without the field, the electron had to reach the level $U=0$. The barrier is therefore lowered by $2\sqrt{CeF}$.

The saddle lies at $r_c$ when $C/(eF)=r_c^2$. With $C=k_BT\,r_c$ this becomes

$$
eF=\frac{k_BT}{r_c}=\frac{0.025852}{7.957}
=0.00325\ \text{eV/nm},
$$

or $F=0.0325$ MV/cm, since 1 MV/cm is 0.1 V/nm. At this field the lowering is $2k_BT$. In weaker fields the saddle lies outside $r_c$; in stronger fields it lies inside.

At 1 MV/cm,

$$
x_s=\sqrt{\frac{0.20571}{0.1}}=1.43\ \text{nm},\qquad
2\sqrt{0.20571\times0.1}=0.287\ \text{eV}.
$$

At 5 MV/cm, the corresponding values are 0.64 nm and 0.64 eV. The equal digits are accidental: the lowering is $2eFx_s$, and $2eF$ happens to be 1 eV/nm at this field.

The Coulomb force at $r_c$ is $C/r_c^2=0.00325$ eV/nm. A field of 1 MV/cm exerts a force of 0.1 eV/nm, about 31 times larger. At such fields 8.0 nm no longer describes the region that the trap controls. The escape law of part (b), derived without a field, needs $eFr_c\ll k_BT$; it already fails near 0.03 MV/cm and does not apply at all at 1 MV/cm.

### (d) A thin film in a memory cell

**The film and its surroundings.** A sphere of radius 8.0 nm has a diameter of 16 nm and does not fit into a 6 nm film. The electric field of the trap also passes through the oxides and, in a wide film, ends on the conductors beyond them.

To estimate the effect, place the trap and the electron in the midplane of the film, at lateral separation $\rho$. Let the film have permittivity $\varepsilon_1=7$ and half-thickness $h=3$ nm. On each side there is an oxide of permittivity $\varepsilon_2=3.9$ and thickness $t$, ended by a conducting plane. The planes represent the gate and the channel. An applied voltage would add the separate field energy treated in (c), so the planes are taken here at zero potential.

Write the attraction energy as $C\,G$, where $G=1/r$ in a uniform medium. A point charge has the expansion

$$
\frac1{\sqrt{\rho^2+z^2}}=\int_0^\infty J_0(k\rho)e^{-k|z|}\,dk ,
$$

where $J_0$ is the Bessel function of order zero. The functions $J_0(k\rho)e^{\pm kz}$ satisfy Laplace's equation. By symmetry in $z$, the integrand of $G$ inside the film is $J_0(k\rho)$ times

$$
e^{-k|z|}+A(k)\cosh kz .
$$

In the upper oxide it is $J_0(k\rho)$ times

$$
B(k)\,\frac{\sinh k(h+t-z)}{\sinh kt},
$$

which vanishes at the conductor. At $z=h$ the potential and the normal displacement are continuous:

$$
e^{-kh}+A\cosh kh=B,
$$

$$
\varepsilon_1\left(-e^{-kh}+A\sinh kh\right)=-\varepsilon_2B\coth kt .
$$

Set $Y=\varepsilon_2\coth kt$ and insert $B$ from the first equation into the second. Collecting the terms with $A$ on the left gives

$$
A\left(\varepsilon_1\sinh kh+Y\cosh kh\right)=(\varepsilon_1-Y)e^{-kh},
$$

$$
A(k)=\frac{(\varepsilon_1-Y)e^{-kh}}
{\varepsilon_1\sinh kh+Y\cosh kh}.
$$

In the midplane, $z=0$, the condition for the new radius is therefore

$$
C\left[\frac1\rho+\int_0^\infty J_0(k\rho)A(k)\,dk\right]=k_BT .
$$

The energy of the electron with its own image charges does not depend on $\rho$ in this plane, so it does not enter the pair attraction.

Consider first very thick oxides, for which $Y=\varepsilon_2$. Write the hyperbolic functions as exponentials and define $\kappa=(\varepsilon_1-\varepsilon_2)/(\varepsilon_1+\varepsilon_2)=3.1/10.9=0.284$. Then

$$
A=\frac{2\kappa e^{-2kh}}{1-\kappa e^{-2kh}}
=2\sum_{n=1}^\infty\kappa^n e^{-2nkh}.
$$

Integration term by term, with the expansion of the point charge used above, gives

$$
G=\frac1\rho+2\sum_{n=1}^\infty
\frac{\kappa^n}{\sqrt{\rho^2+(2nh)^2}} .
$$

Every added term is positive. The less polarizable oxides strengthen the attraction, and the radius grows from 7.96 to 13.3 nm.

With oxides of 5 nm and the conducting planes present, the numerical solution of the condition is 6.0 nm. Charge of opposite sign induced on the conductors cancels part of the trap's potential. For this geometry that reduction outweighs the strengthening by the oxides. The result near 8 nm is therefore not a film value. The direction of the change depends on the oxide thickness: the same condition gives 4.6, 7.5 and 9.2 nm for oxides of 2, 10 and 20 nm on each side. With oxides of a few nanometres, as in a memory cell, the radius is smaller than in bulk.

**Temperature and speed of response.** At 358 K, with the permittivity held at 7, the uniform-medium radius is $7.957\times300/358=6.7$ nm. If the electron passes too quickly for the ions to respond, a permittivity nearer to the square of the refractive index applies. With the rough value 4, at 300 K, the radius is 13.9 nm. This is a limiting estimate for fast motion; the slow diffusion assumed in (b) calls for the static value.

The same limit applies to the saddle in (c). An electron with half the free-electron mass and the speed $\sqrt{k_BT/m}$ covers 1.4 nm in about 15 fs if it flies freely. The vibrations of the nitride have periods of roughly 30 to 70 fs, so the product of angular frequency and transit time is about 3 to 1. The stiff vibrations largely follow such an electron and the soft ones only in part, so the effective permittivity lies between 4 and 7. In the limit of permittivity 4, the saddle at 1 MV/cm would lie at 1.9 nm and the lowering would be 0.38 eV. The values in (c) therefore hold for slow motion over the barrier.

**Other charged traps.** Take a rough density of $10^{18}$ cm$^{-3}$, or $10^{-3}$ nm$^{-3}$, of charged traps placed at random. In bulk nitride, the mean number of others within $r_c$ is

$$
\frac{4\pi}{3}(7.957)^3\times10^{-3}=2.1 .
$$

In the 6 nm film, around a trap in the midplane, the oxides cut off the top and bottom of the sphere. The remaining volume is

$$
\int_{-h}^{h}\pi(r_c^2-z^2)\,dz
=2\pi\left(r_c^2h-\frac{h^3}{3}\right)
=1.14\times10^3\ \text{nm}^3,
$$

which contains 1.1 other traps on average. With the film radius of 6.0 nm in place of $r_c$ the same formula gives 0.6, so about half of the traps have a charged neighbour inside that radius. The charged layer also has a field of its own. With density $n$ it vanishes in the midplane and reaches $enh/(\varepsilon_0\varepsilon_1)=0.08$ MV/cm at the edges of the film, more than the 0.0325 MV/cm of part (c). At this density the potential of a single trap is not a reliable description at such distances, and the capture regions of neighbouring traps often overlap.

**Quantum motion.** For a rough effective mass of half the free-electron mass, $\hbar/\sqrt{mk_BT}=2.4$ nm at 300 K. A wave packet whose momentum spread is $\sqrt{mk_BT}$ has a position spread of at least half this length, 1.2 nm. The classical picture is tolerable as an estimate at 8 nm. It is not reliable at the saddle distances of 1.4 and 0.64 nm found in (c). At 0.64 nm, moreover, a uniform permittivity is doubtful because the distance is only a few atomic spacings.

**Comparison with a real cell.** Charge-trap memories do use silicon nitride layers several nanometres thick between insulating layers, and a static permittivity near 7 is typical. The fields of 1 and 5 MV/cm are examples, not values derived for a particular cell. The equal oxides and perfectly conducting planes are simplifications, and the charged-trap density and the effective mass are rough assumptions. Under bias the assumption of zero field fails badly: at 1 MV/cm the top of the barrier on the downhill side lies only 1.4 nm from the trap in the classical model with the static permittivity, far inside 8.0 nm. The charge of the empty trap is equally decisive. A trap that is neutral when empty exerts no long-range Coulomb attraction of the form $-C/r$, and the radius calculated here does not apply to it.

The answer to (a) is $r_c\approx8.0$ nm for an isolated, positively charged trap in uniform nitride at 300 K and zero field.

## Table of computed values

```
Relative permittivity: 7.0
Temperature: 300 K
e^2/(4 pi eps0): 1.43996 eV nm
Same divided by permittivity: 0.20571 eV nm
Thermal energy kT: 0.025852 eV
Capture radius, formula: 7.957 nm
Capture radius, force integral and root: 7.957 nm
Bohr radius: 0.0529177 nm
Hartree energy: 27.21139 eV
Thermal energy in atomic units: 9.5004e-04 hartree
Capture radius in atomic units: 150.37 bohr
Attraction at 8.0 nm: 0.025714 eV
Radius if 3kT/2 is used: 5.305 nm
Escape probability at r_c, numerical: 0.3682
Escape probability at r_c, ideal law: 0.3679
Field placing saddle at r_c: 0.0325 MV/cm
Saddle distance at 1 MV/cm: 1.434 nm
Barrier lowering at 1 MV/cm: 0.287 eV
Saddle distance at 5 MV/cm: 0.641 nm
Barrier lowering at 5 MV/cm: 0.641 eV
Temperature of use: 358 K
Radius at that temperature: 6.668 nm
Fast-response permittivity: 4.0
Radius with fast permittivity, 300 K: 13.93 nm
Charged-trap density: 1.0e+18 cm^-3
Density to the power -1/3: 10.00 nm
Mean number of other traps within r_c: 2.11
Effective mass: 0.5 electron masses
Quantum length hbar/sqrt(m kT): 2.43 nm
Nitride film thickness: 6.0 nm
Oxide permittivity: 3.9
Midplane radius, very thick oxides: 13.33 nm
Oxide thickness on each side: 5.0 nm
Midplane radius, oxides and conductors: 6.01 nm
```
